# McClelland's Bound on Pi Energy and the Factor 0.92 in Benzenoids

## Result

In Hückel theory, let $n$ equal atoms be joined by $m$ equal bonds. Measure the total $\pi$ energy $E$ from $\alpha$ per electron, in units of $|\beta|$, counting bonding as positive. Then

$$E\le\sqrt{2mn}.$$

For neutral benzenoids, the ratio $\rho=E/\sqrt{2mn}$ has a first correction to the value 1 that depends on $n$ and $m$ alone. It gives

$$\rho\approx1-\frac q8,\qquad q=\frac{2+5t-t^2}{(2+t)^2},\qquad t=\frac{2m}{n}-2,$$

which lies between 0.914 and 0.938. This is only an estimate, and most actual ratios fall below it (231 of the 266 molecules tested below have $\rho<0.914$); the rigorous range for every neutral benzenoid is $0.7698\le\rho\le0.9728$. The empirical factor 0.92 is therefore reasonable but not universal. For the 266 closed-shell benzenoids with up to seven hexagons, the least-squares factor is 0.911.

## The bound

Neglect overlap and give every atom the same $\alpha$ and every bond the same $\beta<0$. Let $A_{ij}=1$ for bonded atoms and 0 otherwise. If $x_i$ are the eigenvalues of $A$, the levels are $\alpha+x_i\beta$. With occupations $0\le g_i\le2$ and $N=\sum_i g_i$ electrons, the total energy is $N\alpha+E\beta$, where $E=\sum_i g_ix_i$. Since $\beta<0$, an upper bound on $E$ is a lower bound on the energy itself.

The diagonal of $A$ is zero, and each bond appears twice in $A$, so

$$\sum_i x_i=\operatorname{tr}A=0,\qquad \sum_i x_i^2=\sum_{ij}A_{ij}^2=2m.$$

The first sum lets us subtract 1 from each occupation without changing $E$. Because $|g_i-1|\le1$,

$$E=\sum_i(g_i-1)x_i\le\sum_i|x_i|.$$

The Cauchy–Schwarz inequality then gives

$$\sum_i 1\cdot|x_i|\le\Big(\sum_i1\Big)^{1/2}\Big(\sum_i x_i^2\Big)^{1/2}=\sqrt{2mn}.$$

Neither the shape of the molecule nor its charge has entered. If $n_0$ eigenvalues vanish, the first sum runs over the other $n-n_0$, and the bound sharpens to $\sqrt{2m(n-n_0)}$.

Suppose equality holds with $m>0$. All $|x_i|$ are then equal, so $A^2=(2m/n)\,\mathbf 1$. The off-diagonal element $(A^2)_{ij}$ counts the common neighbours of $i$ and $j$, and must vanish. An atom with two neighbours would be common to both, so each atom has one neighbour. The system is a set of separate ethylenes. Equality in the first step also requires filled bonding and empty antibonding levels. One ethylene has $E=2=\sqrt{2\cdot1\cdot2}$, as it should.

## The first correction

Benzenoids are alternant: their atoms form two sets, with bonds only between the sets. Changing the sign of an orbital on one set turns $x$ into $-x$, so the levels are paired. In the neutral ground state, $E=2\sum_{x_i>0}x_i=\sum_i|x_i|$. Writing $\langle\cdot\rangle$ for an average over the $n$ levels,

$$\rho=\frac{\langle|x|\rangle}{\sqrt{\langle x^2\rangle}}.$$

The ratio falls below 1 because the $|x_i|$ are unequal. To measure this, put $w=|x|/\sqrt{\langle x^2\rangle}$ and $z=w^2-1$, so that $\langle z\rangle=0$ and $\rho=\langle w\rangle$. Direct expansion confirms

$$w=1+\frac z2-\frac{z^2}8+\frac{(w-1)^3(w+3)}8,$$

since $(w-1)^3(w+3)=w^4-6w^2+8w-3$. Averaging gives

$$\rho=1-\frac q8+R,\qquad q=\langle z^2\rangle=\frac{\langle x^4\rangle}{\langle x^2\rangle^2}-1,\qquad R=\frac{\langle(w-1)^3(w+3)\rangle}8.$$

For small $z$, $w-1\approx z/2$ and $R\approx\langle z^3\rangle/16$, which is of higher order than $q$. In benzenoids $z$ is not small: its largest value is 1 in benzene and 1.66 in heptacene, and the series in $z$ does not converge above 1. This limiting form therefore cannot be used to estimate $R$; for heptacene $\langle z^3\rangle/16=+0.026$ while $R=-0.018$.

The fourth moment follows from counting. Let $d_i$ be the number of neighbours of atom $i$. The diagonal elements of $A^2$ are $d_i$. Without four-membered rings, two different atoms share at most one neighbour, and atom $k$ is the shared neighbour of $d_k(d_k-1)$ ordered pairs. Hence

$$\sum_i x_i^4=\sum_{ij}(A^2)_{ij}^2=\sum_i d_i^2+\sum_k d_k(d_k-1)=2\sum_i d_i^2-2m.$$

A benzenoid has $n_2$ atoms of degree 2 and $n_3$ of degree 3. From $n_2+n_3=n$ and $2n_2+3n_3=2m$, we get $n_3=2m-2n$ and $n_2=3n-2m$. Therefore $\sum_i d_i^2=4n_2+9n_3=10m-6n$, and

$$\sum_i x_i^4=18m-12n.$$

The quantity $t=n_3/n=2m/n-2$ is the fraction of degree-3 atoms. It is below 1, because an atom at a corner of the convex outline of the planar lattice drawing cannot have three neighbours at $120^\circ$. Now $\langle x^2\rangle=2+t$ and $\langle x^4\rangle=9(2+t)-12=6+9t$, so

$$q=\frac{6+9t}{(2+t)^2}-1=\frac{2+5t-t^2}{(2+t)^2}.$$

The derivative of $q$ has the sign of $6-9t$. Thus $q$ rises from $1/2$ at $t=0$ to $11/16$ at $t=2/3$, then falls towards $2/3$. This gives the quoted range of $1-q/8$.

Since $q$ is not small, the size of $R$ must be checked. Benzene has $t=0$, so $1-q/8=0.938$, against $\rho=0.943$. For heptacene, $t=72/30-2=0.4$ and $q=3.84/5.76=0.667$. The estimate is 0.917, whereas $\rho=0.899$. Isomers with the same $n$ and $m$ have the same $q$, so any difference between their energies lies in $R$.

## Limits that do not need a small spread

Put $y=|x_i|$ and let $c>0$. The inequality $(y-c)^2(y+2c)=y^3-3c^2y+2c^3\ge0$, multiplied by $y$ and rearranged, gives

$$y\ge\frac{3c^2y^2-y^4}{2c^3}.$$

Sum over levels and choose $c^2=\sum x_i^4/\sum x_i^2$. The numerator becomes $2\sum x_i^4$, so

$$E\ge\frac{\sum x_i^4}{c^3}=\frac{\sum x_i^2}{c}=2m\sqrt{\frac{m}{9m-6n}}.$$

Division by $\sqrt{2mn}$ gives $\rho\ge(2+t)/\sqrt{6+9t}=1/\sqrt{1+q}$. The largest $q$ gives $\rho\ge4/(3\sqrt3)=0.7698$.

For the upper limit, let $v_i$ be the component of largest magnitude in an eigenvector. Then $|x||v_i|\le\sum_{j\sim i}|v_j|\le3|v_i|$, where $j$ runs over the neighbours of $i$; hence $|x|\le3$. For $0\le y\le3$,

$$816+603y^2-27y^4-1352y=(3y-4)^2(3-y)(3y+17)\ge0.$$

Summing over the levels,

$$1352E\le816n+603(2m)-27(18m-12n)=1140n+720m,$$

or $E\le(285n+180m)/338$. In terms of $t$,

$$\rho\le\frac{465+90t}{338\sqrt{2+t}}.$$

The derivative of the right-hand side has the sign of $90t-105$, which is negative for $t<1$. Its value at $t=0$ gives $\rho\le465/(338\sqrt2)=0.9728$. These limits allow a nearly constant factor but do not select 0.92.

## Testing 0.92

For naphthalene, $n=10$ and $m=11$. The bound is $\sqrt{2\cdot11\cdot10}=14.83$, and 0.92 times it is 13.65. Diagonalization gives $E=13.68$, so the rule is 0.27% low. Errors here are relative to the Hückel energy.

| Molecule | $E$ | $\rho$ | Error of 0.92 rule |
|---|---:|---:|---:|
| Benzene | 8.000 | 0.943 | −2.4% |
| Anthracene | 19.314 | 0.912 | +0.8% |
| Phenanthrene | 19.448 | 0.919 | +0.1% |
| Coronene | 34.572 | 0.911 | +1.0% |
| Heptacene | 41.768 | 0.899 | +2.4% |

The full set contains the simply connected benzenoids with up to seven hexagons. "Closed-shell" here means that no level has $x=0$. For the 266 such molecules, the 0.92 rule has a mean error of +1.0%, an rms error of 1.1% and a largest error of 2.4%. The least-squares factor 0.911 lowers the rms error to 0.4%. Seven-hexagon molecules supply 190 of the 266, so this factor is weighted towards them. The factor that minimizes the largest relative error, fixed by benzene and heptacene, is 0.920.

The square root also does better on this set than scaling with $n$ or $m$ alone. The relative spread (standard deviation divided by the mean) is 0.40% for $E/\sqrt{2mn}$, 0.66% for $E/n$ and 1.14% for $E/m$. It is not the best possible scaling: $E/(2n+m)$ has a spread of 0.32%.

A small relative error can still hide chemical differences. The twelve closed-shell isomers with $n=22$ and $m=26$ have energies from 30.54 to 31.00. The rule gives all of them 31.12, which is above the whole family.

## Large molecules and their edge correction

In graphene, each atom has three neighbours in the other sublattice. Bloch phases $p$ and $r$ give $x=\pm|1+e^{ip}+e^{ir}|$. The average of $|x|$ is $\varepsilon=1.5746$, while $\langle x^2\rangle=3$. Hence

$$\rho_\infty=\frac{1.5746}{\sqrt3}=0.909.$$

A hexagonal flake with zigzag edges and $k$ hexagons along each side has $n=6k^2$ atoms, of which $6k$ have degree 2. Thus $2m=3n-6k$ and $2m/n=3-1/k$. Assume that its energy has an area term and an edge term, $E=6\varepsilon k^2-6\sigma k+O(1)$, where $\sigma$ is the energy lost per degree-2 atom. Then

$$\rho=\frac{\varepsilon-\sigma/k+O(k^{-2})}{\sqrt3\,\sqrt{1-1/(3k)}}
=\rho_\infty\left[1+\frac1k\left(\frac16-\frac\sigma\varepsilon\right)+O(k^{-2})\right].$$

The term $1/6$ comes from the missing bonds in the bound, and $-\sigma/\varepsilon$ from the lost energy.

The computed ratios give $\sigma$. Since $E/n=\rho\sqrt{3-1/k}$, the quantity $k(\varepsilon-E/n)$ is 0.329 at $k=7$ and 0.355 at $k=14$. Removing a $1/k$ remainder gives $\sigma\approx2(0.355)-0.329=0.38$, a rough value from only two sizes. The bracket is then about $1-0.08/k$, so large zigzag flakes approach the limit from below. The ratios are 0.9037, 0.9044 and 0.9053 for $k=7$, 10 and 14. Benzene and coronene lie above the limit, so the approach is not monotonic. At $k=14$ the first correction alone gives 0.904, leaving a difference of 0.001 from higher terms. The value of $\sigma$ depends on the edge type: armchair edges have $\sigma\approx0.28$, close to $\varepsilon/6=0.26$, so their edge correction nearly cancels.

Long acenes have another limit. Reflection in the long axis separates the orbitals into two chains, labelled $s=\pm1$. In each chain, atoms on the cross-bonds (amplitude $a$) alternate with the others (amplitude $b$):

$$xa=sa+(1+e^{-i\kappa})b,\qquad xb=(1+e^{i\kappa})a.$$

Eliminating $b$ gives $x(x-s)=2+2\cos\kappa$, hence $x=\tfrac12\big(s\pm\sqrt{9+8\cos\kappa}\big)$. The root is at least 1, so the two solutions never have the same sign, and their magnitudes add to $\sqrt{9+8\cos\kappa}$. Both chains together contribute

$$\big\langle2\sqrt{9+8\cos\kappa}\big\rangle_\kappa=5.611$$

per ring. Each added ring brings four atoms and five bonds, so $\rho\to5.611/\sqrt{2\cdot5\cdot4}=0.887$. The 0.92 rule then overestimates $E$ by $0.92/0.887-1\approx3.7\%$, compared with 1.2% for graphene. Shape therefore matters even at infinite size.

## Conditions

The general bound needs equal atoms and bonds. If bond $b$ has relative strength $\beta_b/\beta$, the same proof holds with $m$ replaced by $\sum_b(\beta_b/\beta)^2$. If atom $i$ has $\alpha_i=\bar\alpha+h_i\beta$ and energies are measured from the mean $\bar\alpha$, the trace is still zero, the second moment becomes $2m+\sum_i h_i^2$, and the proof gives $E\le\sqrt{n\,(2m+\sum_i h_i^2)}$; the benzenoid results do not carry over. The benzenoid limits also use degrees 2 and 3 and the absence of four-membered rings. The lower limit and the first correction further need $E=\sum_i|x_i|$, which rests on neutrality and on the pairing of levels in an alternant.

All comparisons are with Hückel energies, not experiment. The model omits explicit electron repulsion and, as used here, bond-length variation and the twisting of crowded molecules. The numerical check tests the bound on all six-atom graphs and the benzenoid limits on the enumerated molecules.

## Calculated quantities

```
General test, six atoms
labelled graphs: 32768; electron numbers: 0 to 12
equality cases with bonds: 15
Closed-shell benzenoids by hexagon number h
h  all closed  mean_rho min_rho max_rho  mean E/n (|beta|)
1    1     1    0.9428  0.9428  0.9428   1.3333
2    1     1    0.9225  0.9225  0.9225   1.3683
3    3     2    0.9157  0.9125  0.9188   1.3844
4    7     6    0.9140  0.9067  0.9192   1.3982
5   22    15    0.9122  0.9031  0.9165   1.4046
6   81    51    0.9112  0.9005  0.9165   1.4104
7  331   190    0.9104  0.8987  0.9160   1.4141
Whole set, one to seven hexagons
closed-shell molecules: 266; with zero levels: 180
closed-shell rho: mean 0.9109, min 0.8987, max 0.9428
mean rho of molecules with zero levels: 0.9047
0.92 rule: mean error +1.00 %, rms 1.07 %
0.92 rule: largest absolute error 2.42 %
0.92 rule: molecules within 1 %: 145
least-squares factor: 0.9107, rms error 0.40 %
relative spread of E/sqrt(2mn): 0.40 %
relative spread of E/n: 0.66 %
relative spread of E/m: 1.14 %
isomers with n=22, m=26, closed shell: 12
their E: 30.5440 to 30.9990 |beta|
their common 0.92 estimate: 31.1172 |beta|
Named molecules; lower, E, upper, bound, estimate in |beta|
name          n  m  lower    E      upper   bound   rho    0.92est err%
benzene       6  6   6.928   8.000   8.254   8.485 0.9428   7.806 -2.42
naphthalene  10 11  11.684  13.683  14.290  14.832 0.9225  13.646 -0.27
anthracene   14 16  16.525  19.314  20.325  21.166 0.9125  19.473 +0.82
phenanthrene 14 16  16.525  19.448  20.325  21.166 0.9188  19.473 +0.13
pyrene       16 19  19.126  22.505  23.609  24.658 0.9127  22.685 +0.80
coronene     24 30  29.277  34.572  36.213  37.947 0.9110  34.912 +0.98
heptacene    30 36  36.000  41.768  44.467  46.476 0.8987  42.758 +2.37
rigorous benzenoid range of rho: 0.7698 to 0.9728
graphene: E/n 1.5746 |beta|, rho 0.9091
hexagonal flake, n=294: rho 0.9037
hexagonal flake, n=600: rho 0.9044
hexagonal flake, n=1176: rho 0.9053
flakes, edge term removed from two sizes: rho 0.9069
flakes, area term from three sizes: rho 0.9087
long acene: energy per ring 5.6113 |beta| from bands
ring 101 added to 100 rings: 5.6113 |beta|
long-acene limit of rho: 0.8872
```
